# Does a small imaginary energy inside a device conserve current?

## Question

I am computing ballistic transport through a short double-barrier structure with Green functions. The retarded function is

$$G(E)=\left[(E+i\eta)I-H-\Sigma_S-\Sigma_D\right]^{-1},$$

with source and drain self-energies $\Sigma_S,\Sigma_D$. The resonance is narrow and my energy grid is coarse, so I set $\eta=0.1$ meV on all device sites to smooth the peak. At 300 K, $kT$ is about 26 meV, so I took this to be harmless.

Now the source and drain currents, each computed from its own contact, do not cancel. At zero bias neither is zero. If I use the transmission formula instead, the two currents are equal and opposite. Is this a bug in my contact formula, and can I trust the transmission result?

## Answer

Your contact formula is probably reporting the model correctly. A finite $\eta$ on the device sites removes electrons, and nothing in your equations puts them back. The transmission formula hides the removal without undoing it.

I assume non-interacting electrons in a steady state, a Hermitian $H$, and contacts with occupations $f_S(E)$ and $f_D(E)$. Flows are positive into the device.

### What $\eta$ does to the wave function

Take a chain with hopping energy $t$ and grid spacing $a$. Replacing $E$ by $E+i\eta$ on the device sites means solving $E\psi=(H-i\eta)\psi$ there. The corresponding time-dependent equation is $i\hbar\,\partial_\tau\psi=(H-i\eta)\psi$, where $\tau$ is time. Hence

$$\partial_\tau|\psi_j|^2=2\,\mathrm{Re}(\psi_j^*\partial_\tau\psi_j)
=\frac{2}{\hbar}\mathrm{Im}\left[\psi_j^*(H\psi)_j\right]-\frac{2\eta}{\hbar}|\psi_j|^2 .$$

The on-site part of $H$ is real and drops out of the imaginary part. The neighbour terms are $-t\psi_{j\pm1}$. Define the particle flow on a bond as $J_{j\to j+1}=(2t/\hbar)\,\mathrm{Im}(\psi_j^*\psi_{j+1})$. Since $\mathrm{Im}(\psi_j^*\psi_{j-1})=-\mathrm{Im}(\psi_{j-1}^*\psi_j)$,

$$\partial_\tau|\psi_j|^2=J_{j-1\to j}-J_{j\to j+1}-\frac{2\eta}{\hbar}|\psi_j|^2 .$$

In a steady state the left side is zero, so the flow drops across every occupied site. The last term is a sink with lifetime $\hbar/2\eta$. The factor 2 appears because the amplitude decays at the rate $\eta/\hbar$ and the probability at twice that rate.

### The terminal sum rule

Let $\Gamma_p=i(\Sigma_p-\Sigma_p^\dagger)$ for $p=S,D$, and $\Gamma=\Gamma_S+\Gamma_D$. From the definition of $G$,

$$(G^\dagger)^{-1}-G^{-1}=-2i\eta+\Sigma_S+\Sigma_D-\Sigma_S^\dagger-\Sigma_D^\dagger=-i(\Gamma+2\eta).$$

Multiply by $G$ on the left and $G^\dagger$ on the right. The left side becomes $G-G^\dagger$. Multiplying by $G^\dagger$ on the left and $G$ on the right gives the same difference. The spectral function $A=i(G-G^\dagger)$ therefore has two forms:

$$A=G(\Gamma+2\eta)G^\dagger=G^\dagger(\Gamma+2\eta)G .$$

If only the contacts supply electrons, the filled part of the spectrum is

$$G^n=G\Sigma^{in}G^\dagger,\qquad \Sigma^{in}=\Gamma_Sf_S+\Gamma_Df_D .$$

The flow from contact $p$ is what it injects minus what returns to it:

$$i_p=\mathrm{Tr}\left[\Gamma_p(f_pA-G^n)\right],\qquad I_p=\frac{2e}{h}\int i_p\,dE .$$

The 2 in $I_p$ is for spin, and $I_p$ is the electron flow times $e>0$. Add the two contacts, insert the second form of $A$, and move factors cyclically under the trace:

$$\begin{aligned}
i_S+i_D&=\mathrm{Tr}[\Sigma^{in}A]-\mathrm{Tr}[\Gamma G^n]\\
&=\mathrm{Tr}[(\Gamma+2\eta)G\Sigma^{in}G^\dagger]-\mathrm{Tr}[\Gamma G^n]\\
&=2\eta\,\mathrm{Tr}\,G^n .
\end{aligned}$$

The electron number in the device is $N=2\int \mathrm{Tr}\,G^n\,dE/2\pi$. With $h=2\pi\hbar$, integration gives

$$I_S+I_D=\frac{2e}{h}\,2\eta\,(\pi N)=\frac{2e\eta N}{\hbar}.$$

This is the stored charge divided by the lifetime $\hbar/2\eta$. It does not depend on a difference between $f_S$ and $f_D$, so it survives at zero bias, where both terminal currents should vanish.

### Why the transmission formula looks conserving

Insert the first form of $A$ into $i_S$. The terms $f_S\mathrm{Tr}[\Gamma_SG\Gamma_SG^\dagger]$ cancel, leaving

$$i_S=T(f_S-f_D)+2\eta f_S\,\mathrm{Tr}[\Gamma_SGG^\dagger],\qquad T=\mathrm{Tr}[\Gamma_SG\Gamma_DG^\dagger].$$

In the same way,

$$i_D=-T(f_S-f_D)+2\eta f_D\,\mathrm{Tr}[\Gamma_DGG^\dagger].$$

The same $T$ appears in both lines because here $H$ and the self-energies are symmetric matrices, so $G$ is symmetric too. Keeping only $T(f_S-f_D)$ discards the loss terms and gives opposite currents by construction. But $T$ was computed with the absorber present, so it counts only the electrons that survived the crossing.

For electrons sent in from the source alone, with reflection probability $R$, the meaning is direct: $i_S=1-R$, $-i_D=T$, and the absorbed fraction is $1-R-T$. A wave-function recursion that does not use $G$ was tested against these three quantities and agrees.

### The scale to compare with $\eta$

Consider one level at $E_0$, with escape widths $\gamma_S,\gamma_D$ and $\gamma=\gamma_S+\gamma_D$, all taken independent of energy. Then

$$|G|^2=\frac{1}{(E-E_0)^2+(\gamma+2\eta)^2/4},\qquad T=\gamma_S\gamma_D|G|^2 .$$

For a full source and an empty drain, $A=|G|^2(\gamma+2\eta)$ and $G^n=\gamma_S|G|^2$, so

$$i_S=\gamma_S(A-G^n)=\gamma_S(\gamma_D+2\eta)|G|^2 .$$

The Lorentzian integral is $\int|G|^2dE=2\pi/(\gamma+2\eta)$. Therefore

$$\int T\,dE=\frac{2\pi\gamma_S\gamma_D}{\gamma+2\eta},\qquad
\int i_S\,dE=\frac{2\pi\gamma_S(\gamma_D+2\eta)}{\gamma+2\eta}.$$

The first area falls as $\eta$ grows. The second rises, because the source also feeds the absorber. Smoothing in the harmless sense would spread the peak and keep its area; this operation does not.

For a symmetric level, $\gamma_S=\gamma_D=\gamma/2$, the values at the peak are

$$T=\left(\frac{\gamma}{\gamma+2\eta}\right)^2,\qquad i_S+i_D=\frac{4\eta\gamma}{(\gamma+2\eta)^2}.$$

With $x=2\eta/\gamma$ the loss is $2x/(1+x)^2$, which has its maximum of one half at $x=1$. For larger $\eta$ the absorber broadens the level so much that less enters at the peak energy. Temperature appears nowhere: $2\eta$ competes with $\gamma$.

At small bias the condition is stricter, since the signal shrinks with voltage and the leak does not. Suppose the occupations vary little over the line and $eV\ll kT$. For the symmetric level, the energy-integrated leak is $4\pi\eta\gamma f/(\gamma+2\eta)$, with $f$ the mean occupation at $E_0$. The signal from $T$ is $\pi\gamma^2(f_S-f_D)/[2(\gamma+2\eta)]$. Using $f_S-f_D\simeq f(1-f)eV/kT$,

$$\frac{\text{leak}}{\text{signal}}\simeq\frac{8\eta}{\gamma}\,\frac{kT}{(1-f)\,eV}.$$

So temperature does enter here, but in the unhelpful direction: at fixed $f$, a larger $kT/eV$ makes a given $\eta$ worse.

### A double barrier in numbers

The model is a one-dimensional effective-mass chain with mass $0.2\,m_e$ and spacing 0.25 nm. Two barriers, each 0.4 eV high and 1.5 nm thick, enclose a 4 nm well. The Fermi level is 0.05 eV above the lead band edge, and the temperature is 300 K. The potential is held fixed; there is no Poisson loop. A bias $V$ only moves the two Fermi levels by $\pm eV/2$, with no potential drop across the device, so the structure stays mirror-symmetric under bias.

The complex pole of the open device gives $E_0=62.7$ meV and $\gamma=1.629$ meV, an escape time of 0.404 ps. Your choice $\eta=0.1$ meV is small against $kT=25.85$ meV, but $2\eta/\gamma=0.2/1.629=0.12$. The level formulas then predict

$$T=\left(\frac{1.629}{1.829}\right)^2=0.793,\qquad
\text{loss}=\frac{4(0.1)(1.629)}{(1.829)^2}=0.195 .$$

The full chain gives 0.792 and 0.196. About a fifth of the electrons incident on resonance disappear. At $\eta=1$ meV, where $x=1.23$ is close to the maximum, the chain loses 0.496 of them.

At zero bias and $\eta=0.1$ meV the device holds $N=0.702$ electrons. The absorption lifetime is $\hbar/2\eta=(\gamma/2\eta)(\hbar/\gamma)=(1.629/0.2)(0.404\ \text{ps})=3.29$ ps, so

$$\frac{eN}{\hbar/2\eta}=\frac{(1.602\times10^{-19}\ \text{C})(0.702)}{3.29\times10^{-12}\ \text{s}}=34.2\ \text{nA}.$$

Each contact supplies half of it, 17.1 nA. The same mechanism would explain the nonzero zero-bias currents in your device.

At 10 mV the current without $\eta$ is 18.6 nA. With $\eta=0.1$ meV:

- The source supplies 35.8 nA, but only 1.5 nA leaves through the drain.
- The sum, 34.3 nA, is larger than the true current.
- The transmission formula gives 16.6 nA, which is 11% below the true current.

The small-bias estimate explains the size of the leak. At $E_0$, $f=1/[1+\exp(12.69/25.85)]=0.38$, and the ratio is

$$\frac{8(0.1)}{1.629}\,\frac{25.85}{(0.62)(10)}=2.0,$$

against $34.27/16.645=2.06$ from the integrated currents. At $\eta=1$ meV even the drain feeds electrons into the device, 69.8 nA, against the direction of the applied bias.

Reducing $\eta$ to 1 µeV leaves a sum of 0.38 nA, or 2% of the true current. The transmission result is then low by only 0.12%. The two errors differ because, when the occupations vary little over the line as they do here, the second is set by $2\eta/\gamma$, while the first also carries the factor $kT/eV$.

### The charge is wrong as well

For the single level, integrating $G^n$ gives, at equal contact occupations,

$$N=2f\,\frac{\gamma}{\gamma+2\eta}.$$

The contacts fill the level at a rate set by $\gamma$, while it empties at a rate set by $\gamma+2\eta$. In the chain at zero bias, $N$ falls from 0.786 without $\eta$ to 0.702 at 0.1 meV and 0.364 at 1 meV. If $G^n$ supplies the charge for Poisson's equation in a transistor calculation, the missing electrons enter the electrostatics too. The fixed potential used here does not show how far the barriers would then move.

### An open channel without a resonance

A barrier-free channel has no narrow level, but an electron still needs time to cross it. The chain dispersion is $E=2t(1-\cos ka)$, with $\hbar v=dE/dk=2ta\sin ka$. To first order, $E\to E+i\eta$ changes $k$ to $k+i\eta/\hbar v$. A wave crossing a length $L$ is reduced in amplitude by $\exp(-\eta L/\hbar v)$, so

$$T\simeq e^{-2\eta L/\hbar v}.$$

This neglects reflection where $\eta$ switches on and off, which is justified for $\eta\ll E$ away from the band edges. The exponent is the transit time $L/v$ divided by the lifetime $\hbar/2\eta$.

For $L=20$ nm and $E=100$ meV, $\hbar v=0.2749$ eV nm. With $\eta=1$ meV the exponent is $2(0.001)(20)/0.2749=0.1455$ and $T=0.865$; the chain calculation agrees. At 0.1 meV the loss is 1.4%. The open channel tolerates more than the resonance because its electrons leave sooner, but the loss grows with length, and the formula also makes it grow as the carriers slow down.

### How to repair the calculation

**Take the limit.** The prescription $\eta\to0^+$ selects the outgoing solution and is legitimate. For states coupled to the contacts, the electron number $N$ stays finite, so the integrated leak $2e\eta N/\hbar$ vanishes in proportion to $\eta$ as $\eta\to0$. ($\mathrm{Tr}\,G^n$ itself can diverge at an isolated energy: in a barrier-free chain it grows as $1/v\propto E^{-1/2}$ at the band edge, which is integrable.) The contacts already give such states a width, so you can set $\eta=0$ on the device sites and refine the energy grid until it resolves $\gamma$.

A truly bound state $\phi$ needs separate care. If the leads carry no $\eta$, then $\Gamma_p\phi=0$ at its own energy, so the contact term $\Sigma^{in}$ injects nothing into it there, whatever the value of $\eta$ on the device sites. Its occupation has to come from additional physics.

**Keep $\eta$ in the leads only.** A small $\eta$ is useful when computing the surface function of a lead. If the device block has none, and $\Gamma_p$ is formed from the self-energy actually used, the identity for $A$ contains no $2\eta$ term and $i_S+i_D=0$. With 1 meV in the leads only, the flows in and out on resonance are both 0.99944. The contacts are slightly altered, so convergence in $\eta$ still has to be checked. Take care with a bound state below the lead band: $\eta$ in the leads makes $\Gamma_p$ nonzero there, so the contacts fill the state. That filling comes from the numerical $\eta$, not from a physical process in the model. The state then also acts as a level with widths $\gamma_S,\gamma_D\propto\eta$, so it transmits, with an area $2\pi\gamma_S\gamma_D/\gamma\propto\eta$. This spurious current is conserved, so the terminal sum does not show it.

**Give the absorber a return flow.** If the broadening is meant to represent dephasing, each site needs an in-scattering term $2\eta f_j$. Let $F$ be the diagonal matrix of the $f_j$, and use $\Sigma^{in}+2\eta F$ in $G^n$. The earlier trace argument now gives $\mathrm{Tr}[(\Sigma^{in}+2\eta F)A]=\mathrm{Tr}[(\Gamma+2\eta)G^n]$, and therefore

$$i_S+i_D=2\eta\sum_j\left(G^n_{jj}-f_jA_{jj}\right).$$

A fixed equilibrium occupation is not enough. If $f_S=f_D=f_j=f$, then $G^n=fA$ and all flows vanish, so equilibrium is repaired. Under bias, setting every $f_j=f_D$ gives $G^n=f_DA+(f_S-f_D)G\Gamma_SG^\dagger$, and the sum becomes $2\eta(f_S-f_D)\mathrm{Tr}[G\Gamma_SG^\dagger]$. In the example at 0.1 meV and 10 mV this leaves 4.0 nA unbalanced. The mean $(f_S+f_D)/2$ would make the total cancel if the potential is mirror-symmetric, as in this fixed-potential example. That is due to the symmetry, which a potential drop under bias removes, and it does not balance each site.

Instead, choose $f_j(E)$ so that every bracket vanishes. Writing out $G^n_{jj}$ gives linear equations at each energy:

$$A_{jj}f_j-2\eta\sum_k|G_{jk}|^2f_k=\left[G(\Gamma_Sf_S+\Gamma_Df_D)G^\dagger\right]_{jj}.$$

Each site is then a Büttiker probe with no net exchange: an electron is absorbed and one of the same energy is returned, without memory of its phase or direction. Now $i_S+i_D=0$ at every energy. Because a returned electron may travel backwards, these probes also add resistance in an open channel, and more of it as the channel gets longer.

For the single level, the balance $f_0A=G^n$ reads $f_0(\gamma+2\eta)=\gamma_Sf_S+\gamma_Df_D+2\eta f_0$, hence $f_0=(\gamma_Sf_S+\gamma_Df_D)/\gamma$. The current follows from $f_S-f_0=\gamma_D(f_S-f_D)/\gamma$:

$$i_S=\gamma_S(f_S-f_0)A=\frac{\gamma_S\gamma_D}{\gamma}(f_S-f_D)A .$$

Since $\int A\,dE=2\pi$, the area multiplying a constant $f_S-f_D$ is $2\pi\gamma_S\gamma_D/\gamma$, independent of $\eta$. The peak is lower and broader, but no electrons are missing. This is the smoothing you wanted, although it is now a physical model of dephasing and not a numerical convenience.

In the double barrier at 10 mV, local refilling gives 18.59 nA at $\eta=0.1$ meV and 18.30 nA at 1 meV, with opposite currents at the two contacts. These are 0.2% and 1.8% below the coherent 18.63 nA. Exact agreement is not expected: the area result assumes a single level with constant widths and a constant occupation difference across the line.

For your own device, compute both terminal currents from $G^n$, first at zero bias and then at the smallest bias you need. Compare their sum with the current itself, and repeat with a smaller $\eta$. Agreement between two currents taken from the same $T$ cannot reveal this error. The numerical output below gives the values for each $\eta$.

## Computed results

```
hopping energy: 3.0480 eV; kT: 25.85 meV
device: 28 sites, 7.00 nm
resonance energy: 62.69 meV
escape width gamma: 1.629 meV
escape time hbar/gamma: 0.404 ps
On resonance, source filled, drain empty (flows per unit incident):
 eta 0.000 meV: in 0.9997, out 0.9997, lost -0.0000; level formula out 1.0000, lost 0.0000
 eta 0.001 meV: in 0.9997, out 0.9972, lost 0.0025; level formula out 0.9975, lost 0.0024
 eta 0.010 meV: in 0.9995, out 0.9754, lost 0.0241; level formula out 0.9759, lost 0.0240
 eta 0.100 meV: in 0.9877, out 0.7920, lost 0.1957; level formula out 0.7933, lost 0.1948
 eta 1.000 meV: in 0.6957, out 0.1999, lost 0.4958; level formula out 0.2015, lost 0.4948
Zero bias, no refilling (currents positive into device):
 eta 0.000 meV: I_S -0.000 nA, I_D 0.000 nA, electrons 0.7859
 eta 0.001 meV: I_S 0.191 nA, I_D 0.191 nA, electrons 0.7850
 eta 0.010 meV: I_S 1.890 nA, I_D 1.890 nA, electrons 0.7766
 eta 0.100 meV: I_S 17.087 nA, I_D 17.087 nA, electrons 0.7020
 eta 1.000 meV: I_S 88.536 nA, I_D 88.536 nA, electrons 0.3637
Bias 10 mV, no refilling:
 eta 0.000 meV: I_S 18.633, I_D -18.633, sum 0.000, from T 18.633 nA; T ratio 1.0000, level 1.0000
 eta 0.001 meV: I_S 18.825, I_D -18.442, sum 0.383, from T 18.611 nA; T ratio 0.9988, level 0.9988
 eta 0.010 meV: I_S 20.533, I_D -16.741, sum 3.791, from T 18.413 nA; T ratio 0.9882, level 0.9879
 eta 0.100 meV: I_S 35.803, I_D -1.533, sum 34.270, from T 16.645 nA; T ratio 0.8933, level 0.8906
 eta 1.000 meV: I_S 107.770, I_D 69.800, sum 177.571, from T 8.605 nA; T ratio 0.4618, level 0.4489
Bias 10 mV, each site refilled to zero net exchange:
 eta 0.001 meV: I_S 18.633 nA, I_D -18.633 nA, electrons 0.7881
 eta 0.010 meV: I_S 18.629 nA, I_D -18.629 nA, electrons 0.7881
 eta 0.100 meV: I_S 18.588 nA, I_D -18.588 nA, electrons 0.7878
 eta 1.000 meV: I_S 18.304 nA, I_D -18.304 nA, electrons 0.7846
Refilled at drain occupation, eta 0.100 meV, 10 mV: I_S 20.691 nA, I_D -16.645 nA, sum 4.046 nA
1 meV in leads only, on resonance: in 0.99944, out 0.99944
Uniform channel 20 nm at 100 meV, hbar*v = 0.2749 eV nm:
 eta 0.010 meV: T 0.99855, exponential law 0.99855
 eta 0.100 meV: T 0.98556, exponential law 0.98556
 eta 1.000 meV: T 0.86461, exponential law 0.86459
```
